# From pressure error to volume and phonon errors in PAW benchmarks

Suppose a PAW calculation gets the pressure wrong by 0.1 GPa at a fixed volume. If this figure alone decides whether the calculation is acceptable, diamond and sodium receive the same verdict. Yet after the cell is relaxed, the volume of diamond is wrong by about 0.02%, and that of sodium by about 1.5%. Sodium's phonon frequencies, evaluated at the wrong volume, then inherit an error of nearly 2%. A pressure tolerance has no clear meaning for a structure or a vibration until it has been divided by a stiffness.

## The estimate

Treat the crystal as a spring that resists changes of volume. Its stiffness is the bulk modulus at equilibrium,

$$B_0=-V_0\left.\frac{dP}{dV}\right|_{V_0}.$$

The minus sign makes $B_0$ positive, because the pressure of a stable crystal falls as the crystal expands. A spurious outward pressure $\delta P$ expands the crystal until the elastic response cancels it. The fractional expansion is pressure divided by stiffness:

$$\frac{\delta V}{V_0}\approx\frac{\delta P}{B_0}.$$

The response of a phonon frequency $\omega$ to volume is described by its Grüneisen parameter,

$$\gamma=-\frac{d\ln\omega}{d\ln V}.$$

For positive $\gamma$, expansion softens the mode, and the frequency error carried by the volume is

$$\frac{\delta\omega}{\omega}\approx-\gamma\frac{\delta V}{V_0}\approx-\gamma\frac{\delta P}{B_0}.$$

For silicon, with rough values $B_0=100$ GPa and $\gamma=1$, an error of $+0.1$ GPa gives a volume too large by $0.1/100=0.1\%$ and a frequency too low by 0.1%. What remains is to fix the signs, find the next order, and see what the estimate leaves out.

## What the pressure error is

Let $E(V)$ be the static energy per atom in the converged reference calculation, with $V$ the volume per atom. "Converged" refers to the numerical and PAW approximations under study; the reference keeps whatever error its density functional has. The calculation being judged gives $E(V)+\delta E(V)$. The error may come, for example, from too few plane waves, an incomplete set of partial waves and projectors, or a frozen core. Since $P=-dE/dV$, the excess of the computed pressure at fixed volume is

$$\delta P=-\frac{d\,\delta E}{dV}.$$

A constant $\delta E$ has zero derivative. It shifts the energy curve vertically and leaves its minimum in place, so a large total-energy error can coexist with a good volume. What matters is how the error changes with volume. For a small change $\Delta V$,

$$\Delta(\delta E)\approx-\delta P\,\Delta V.$$

For silicon, with a rough atomic volume of 20 Å$^3$, a 1% expansion has $\Delta V=0.2$ Å$^3$. The magnitude of the energy change is

$$0.1\ \text{GPa}\times0.2\ \text{Å}^3=2\times10^{-23}\ \text{J}\approx0.12\ \text{meV per atom}.$$

An energy error that drifts by only this much over 1% in volume already amounts to 0.1 GPa.

One condition belongs here. The pressure used must be the one that determines the relaxed volume. If the volume is found by minimizing energies, $\delta P$ is minus the slope of the energy error. If the cell is relaxed until a separately evaluated stress vanishes, $\delta P$ is the error of that stress. The two agree when the stress is the derivative of the same energy curve.

## The volume error, with its next order

The reference volume satisfies $P(V_0)=0$. The calculation under test stops where its own pressure vanishes:

$$P(V)+\delta P(V)=0.$$

Write $x=(V-V_0)/V_0$. To first order in $x$, the definition of $B_0$ gives $P(V)=-B_0x$. The error may also depend on volume, so $\delta P(V)=\delta P(V_0)+V_0\,\delta P'(V_0)\,x$, where the prime is a volume derivative. Then

$$-B_0x+\delta P(V_0)+V_0\,\delta P'(V_0)\,x=0,$$

$$x=\frac{\delta P(V_0)}{B_0-V_0\,\delta P'(V_0)}.$$

The denominator is the reference bulk modulus plus its own error. That correction multiplies a numerator which is already small, so it changes $x$ only at second order in the errors. At leading order,

$$\frac{\delta V}{V_0}=p,\qquad p\equiv\frac{\delta P}{B_0}.$$

For a cubic crystal $V\propto a^3$, hence $\delta V/V_0=3\,\delta a/a$ to first order, and the lattice-parameter error is $p/3$. In a crystal of lower symmetry the axes can respond differently, and this last division by three need not hold. There the volume estimate itself also needs the stress error to be hydrostatic, or $\delta P$ to be taken along the energy curve with the cell shape relaxed. With rough elastic constants of graphite ($C_{11}=1060$, $C_{12}=180$, $C_{13}=15$, $C_{33}=36.5$ GPa), a mean stress error of 0.1 GPa changes the volume by 0.28% if it is hydrostatic, by 0.81% if it lies wholly along $c$, and by 0.014% if it lies wholly in the plane; an error with zero mean can still change the volume.

A soft crystal calls for the next term. Take $\delta P$ as constant over the small volume change. This is a real restriction: the term in $\delta P'$ dropped here is also of second order, and it can be as large as the one kept. At the wrong equilibrium the reference pressure is then $-\delta P$: for positive $\delta P$ the crystal is stretched. Under tension the bulk modulus changes, and to first order in pressure

$$B(P)=B_0+B_0'P,\qquad B_0'=\left.\frac{dB}{dP}\right|_{P=0}.$$

The definition $B=-dP/d\ln V$ gives $d\ln V=-dP/B(P)$. Integrate from $P=0$ to $P=-\delta P$, substituting $P=-s$:

$$\ln\frac{V}{V_0}=\int_0^{\delta P}\frac{ds}{B_0-B_0's}
=-\frac{1}{B_0'}\ln(1-B_0'p).$$

Expanding with $-\ln(1-u)=u+u^2/2+\dots$ and $u=B_0'p$,

$$\ln\frac{V}{V_0}=p+\frac{B_0'}{2}p^2+\dots$$

To return to the fractional volume, use $e^l-1=l+l^2/2+\dots$ with $l=\ln(V/V_0)$. The square of $l$ contributes $p^2/2$, so

$$\frac{\delta V}{V_0}=p+\frac{1+B_0'}{2}p^2+\dots$$

For positive $B_0'$ the correction is positive for either sign of $\delta P$. A constant positive error therefore expands the crystal by more than the linear estimate, and a constant negative error compresses it by less. If a positive error fades as the crystal expands, the excess is reduced and may even change sign. The $B_0'$ part of the correction arises because the crystal softens when stretched and stiffens when squeezed; the 1 beside it comes from converting the logarithm to a fractional change, and would remain even if the modulus were constant.

The logarithm also shows where the expansion breaks down. In this model of a linearly varying modulus, $B$ vanishes at $p=1/B_0'$ and the volume grows without limit. With $B_0'=4$ that is a pressure error of one quarter of $B_0$, about 1.6 GPa for sodium. The linear law for $B(P)$ should not be trusted so far into tension (the third-order Birch–Murnaghan equation with the same inputs loses stability at about 1.2 GPa and at a finite volume), but the scale shows that the safe range of $\delta P$ is set by $B_0$.

## When the signs reverse

The phrase "residual pressure" can also mean something different. Suppose the pressure is computed correctly, but the cell relaxation was stopped early, with a true pressure $P_{\text{res}}$ remaining. Then

$$P(V)=P_{\text{res}}\quad\Rightarrow\quad -B_0\frac{\delta V}{V_0}=P_{\text{res}}\quad\Rightarrow\quad\frac{\delta V}{V_0}=-\frac{P_{\text{res}}}{B_0}.$$

A positive remaining pressure means that the cell is still too small, and for positive $\gamma$ its phonons are too stiff. In the first case the program believes that the pressure is zero when the true value is $-\delta P$. In the second, the true value is $+P_{\text{res}}$. The magnitudes agree at first order, while both signs are opposite.

## The phonon error has two parts

A phonon frequency in the calculation under test depends on the volume and on the error in the forces. Let $\omega_{\text{calc}}(V)$ be the frequency it gives at volume $V$. Its total relative error splits as

$$\ln\frac{\omega_{\text{calc}}(V)}{\omega(V_0)}
=\ln\frac{\omega_{\text{calc}}(V_0)}{\omega(V_0)}
+\ln\frac{\omega_{\text{calc}}(V)}{\omega_{\text{calc}}(V_0)}.$$

The first term is a direct force-constant error at fixed volume. The second is the effect of moving to the wrong volume. In it, replacing the Grüneisen parameter of the erroneous calculation by the reference $\gamma$ costs only a product of two errors. To first order,

$$\frac{\delta\omega}{\omega}=\left(\frac{\delta\omega}{\omega}\right)_{V_0}-\gamma p.$$

The pressure error determines the second part but not the first: pressure is a first derivative of the energy with respect to volume, while force constants are second derivatives with respect to atomic positions. The estimate $-\gamma p$ is therefore not a bound on the phonon error. The parts can be separated in practice. Two calculations compared at one common volume show the direct part; compared at their own relaxed volumes, they show the sum.

The volume part also has a second-order term, derived here for constant $\delta P$ as before; an error that varies with volume adds $-\gamma kp^2$, with $k=d\ln\delta P/d\ln V$. Let $\gamma$ vary with volume through $q=d\ln\gamma/d\ln V$, so that near $V_0$ it equals $\gamma(1+ql)$. Integrating $d\ln\omega=-\gamma(1+ql)\,dl$ and inserting $l=p+B_0'p^2/2$,

$$\ln\frac{\omega}{\omega_0}=-\gamma l-\frac{\gamma q}{2}l^2
=-\gamma p-\frac{\gamma(B_0'+q)}{2}p^2+\dots$$

Exponentiating adds half the square of the leading term, $\gamma^2p^2/2$. Thus

$$\left(\frac{\delta\omega}{\omega}\right)_{\text{volume}}
=-\gamma p-\frac{\gamma(B_0'+q-\gamma)}{2}p^2+\dots$$

## Comparison with a model crystal

The formulas can be confronted with a crystal whose energy, pressure and phonons all follow from one potential. Take a face-centred cubic crystal with the Morse pair energy $e^{-2\alpha(r-1)}-2e^{-\alpha(r-1)}$ in reduced units, $\alpha=5$, and neighbours out to two cubic lattice constants. The phonon is the longitudinal zone-boundary mode along a cubic axis. Differentiating the pressure and frequency numerically gives $B_0'=5.914$, $\gamma=2.063$ and $q=0.940$.

First add the energy error $-\delta P\,V$ with $p=0.2\%$. It depends on the cell volume and not on the displacements of atoms within a fixed cell, so this phonon has no direct error. Numerical minimization of the energy gives a volume error of 0.2014%. The second-order formula gives

$$0.2\%+\frac{6.914}{2}(0.002)^2=0.2014\%.$$

The phonon computed at the minimized volume is wrong by $-0.4146\%$. The first-order estimate is $-2.063\times0.2\%=-0.4126\%$, and the second-order formula gives $-0.4146\%$.

A true leftover pressure of the same size gives $-0.1986\%$ in volume and $+0.4106\%$ in frequency. The signs reverse as derived. The magnitudes are slightly smaller than before because the quadratic terms keep their sign when $p$ changes sign.

Now put the error into the pair potential itself, as a short-range repulsion proportional to $e^{-8(r-1)}$, scaled to give $p=0.01\%$. The direct phonon error is $+0.00858\%$ and the volume part is $-0.02063\%$. Their sum, $-0.01205\%$, agrees with the total error computed at the relaxed volume. Here the direct part is about 40% of the volume part and partly cancels it. That ratio and sign belong to this potential and this mode; they do not carry over to PAW errors in general. The case does show that the direct part can be too large to ignore. This error also fades as the crystal expands, and the coefficient of $p^2$ in the volume error falls to 0.17, against 3.46 for a constant $\delta P$.

## Diamond, silicon and sodium

Set $\delta P=+0.1$ GPa, which is $6.8\times10^{-6}$ Ry/bohr$^3$. The material inputs below are rough typical values. Those for sodium are close to room-temperature data. Removing the vibrational pressure estimated in the last section gives a static modulus near 8 GPa, which would lower the sodium volume error below from 1.5% to about 1.25% and raise the allowed pressure error from 0.0065 to about 0.008 GPa. The frequency $\nu=\omega/2\pi$ lies near the top of each phonon spectrum.

| | $B_0$ (GPa) | $\gamma$ | $\nu$ (THz) |
|---|---:|---:|---:|
| diamond | 440 | 1.0 | 40 |
| silicon | 100 | 1.0 | 16 |
| sodium | 6.5 | 1.2 | 3.8 |

The first-order volume errors, relative to $V_0$, are

$$\frac{0.1}{440}=0.023\%,\qquad\frac{0.1}{100}=0.10\%,\qquad\frac{0.1}{6.5}=1.5\%.$$

Division by three gives lattice-parameter errors of 0.008%, 0.03% and 0.5%. Multiplication by $-\gamma$ gives the volume part of the phonon errors: $-0.023\%$, $-0.10\%$ and $-1.8\%$. As frequency shifts these are about $-9$, $-16$ and $-70$ GHz. Sodium has the lowest frequency of the three and still the largest absolute shift.

The contrast comes from $B_0$, which differs by a factor of nearly 70 between diamond and sodium, while the chosen $\gamma$ values differ by 20%. The energy errors behind the same 0.1 GPa are much less spread out. Over a 1% volume change they are 0.04, 0.12 and 0.24 meV per atom, in proportion to the rough atomic volumes of 5.7, 20 and 39 Å$^3$.

To size the nonlinear terms, take the round values $B_0'=4$ and $q=1$ for all three. Solving the third-order Birch–Murnaghan equation at a reference pressure of $-0.1$ GPa gives 1.60% for sodium, against 1.54% from the linear formula. The quadratic term, $2.5p^2=0.06\%$, accounts for the difference at this precision. The second-order phonon correction for sodium is $-0.05$ percentage points. Both are smaller than the effect of a 10% uncertainty in $B_0$, which would move the volume error by about 0.15 percentage points. For diamond and silicon the nonlinear terms are negligible beside the uncertainty of the inputs.

Turned around, the formula gives a design rule. For a fractional volume tolerance $t$, in the linear regime,

$$|\delta P|<tB_0.$$

With $t=0.1\%$ the allowed error is 0.44 GPa for diamond, 0.10 GPa for silicon and 0.0065 GPa for sodium. This rule controls the volume of a cubic crystal; in a crystal of lower symmetry the individual stress components must be checked as well. It controls the phonons only if the direct force-constant error has been checked separately.

## Lattice vibrations and the real crystals

The calculation so far is static, whereas real nuclei vibrate and exert a pressure of their own. Its size follows from the Debye model, in which the vibrational free energy per atom has the form $F=Tf(\Theta/T)$, with $\Theta$ the Debye temperature. Let every mode have the same $\gamma$, so that $d\ln\Theta/d\ln V=-\gamma$. With $y=\Theta/T$, the vibrational energy is

$$U=F-T\frac{\partial F}{\partial T}=Tf-T(f-yf')=\Theta f'.$$

The pressure is

$$P_{\text{vib}}=-\frac{\partial F}{\partial V}=-f'\frac{d\Theta}{dV}=\frac{\gamma\Theta f'}{V}=\frac{\gamma U}{V}.$$

At zero temperature $U$ is the zero-point energy. The Debye density of modes grows as $\omega^2$, so the mean frequency is three quarters of the maximum. Three modes per atom, each with energy $\hbar\omega/2$, give $U=3\times\frac12\times\frac34k_B\Theta=\frac98k_B\Theta$.

Rough Debye temperatures of 2000, 640 and 150 K lead to zero-point pressures of about 5.5, 0.5 and 0.07 GPa for diamond, silicon and sodium. At 300 K the total vibrational pressures are about 5.6, 0.8 and 0.4 GPa. Divided by $B_0$, the latter correspond to expansions of roughly 1.3%, 0.8% and 6%.

In all three materials the estimated vibrational pressure at 300 K exceeds the 0.1 GPa under study, by factors of about 56, 8 and 4. A static volume should therefore not be compared with a room-temperature measurement at the 0.1% level without a vibrational correction. Two static calculations can still be compared with each other at that level, since both omit the same physics.

The single $\gamma$ is a crude assumption in these vibrational figures. In real silicon some transverse acoustic modes have negative $\gamma$: they stiffen on expansion and pull the vibrational pressure down, so the silicon values are probably too high. For the same modes, the volume part of the phonon error also has the opposite sign; for $\gamma=-1$, a pressure error of $+0.1$ GPa in silicon would contribute $+0.1\%$ instead of $-0.1\%$, apart from any direct force-constant error. For sodium at 300 K, an expansion of 6% strains the linear response: at fixed pressure the quadratic term alone would add about 0.9 percentage points. The figure gives the size of the effect and is not a prediction of the measured volume.

The numerical output below lists the values to more digits than these rough inputs can support as material properties; the extra digits serve to compare the formulas.

## Computed values

```
MODEL CRYSTAL (reduced units)
B0' = 5.914, gamma = 2.063, q = 0.940
imposed dP/B0 = 0.200 %
volume error, minimized = 0.2014 %
volume error, second order = 0.2014 %
phonon error, computed = -0.4146 %
phonon error, first order = -0.4126 %
phonon error, second order = -0.4146 %
leftover true pressure: volume error = -0.1986 %
leftover true pressure: phonon error = 0.4106 %
pair-potential error, dP/B0 = 0.0100 %
  direct phonon part = 0.00858 %
  volume phonon part = -0.02063 %
  total phonon error = -0.01205 %
MATERIALS, in order: diamond, silicon, sodium
pressure error = 0.10 GPa = 6.798e-06 Ry/bohr^3
round choices: B0' = 4.0, q = 1.0
rough bulk modulus (GPa): 440.0, 100.0, 6.5
rough atomic volume (A^3): 5.7, 20.0, 39.0
rough gamma: 1.0, 1.0, 1.2
rough phonon frequency (THz): 40.0, 16.0, 3.8
rough Debye temperature (K): 2000, 640, 150
volume error, first order (%): 0.0227, 0.1000, 1.5385
volume error, Birch-Murnaghan (%): 0.0227, 0.1003, 1.6008
lattice parameter error (%): 0.0076, 0.0333, 0.5128
phonon error, first order (%): -0.0227, -0.1000, -1.8462
phonon second-order correction (%): -0.00001, -0.00020, -0.05396
phonon shift, first order (GHz): -9.1, -16.0, -70.2
energy error over 1% volume (meV/atom): 0.0356, 0.1248, 0.2434
dP allowed for 0.1% volume error (GPa): 0.4400, 0.1000, 0.0065
zero-point pressure (GPa): 5.450, 0.497, 0.072
vibrational pressure at 300 K (GPa): 5.580, 0.756, 0.387
zero-point volume effect, linear (%): 1.24, 0.50, 1.10
300 K volume effect, linear (%): 1.27, 0.76, 5.96
300 K vibrational pressure / dP: 55.8, 7.6, 3.9
```
